# The Richardson Constant of an Abrupt Heterojunction with Unequal Masses

## Definitions and conventions

Atomic units are used in the algebra, so $\hbar=1$ and masses are in units of the electron mass. The thermal energy is $\theta=k_BT$. A planar interface at $z=0$ separates two semiconductors. The **lower side**, $z<0$, has its conduction-band edge at energy $0$ and mass $m_L$. The **upper side**, $z>0$, has its edge at $\Delta\ge 0$ and mass $m_U$. The wavevector parallel to the interface is $\mathbf k$, with $k=|\mathbf k|$, and the normal wavevectors are $q_L$ and $q_U$. The total energy of an electron is

$$E=\frac{k^2+q_L^2}{2m_L}\quad(z<0),\qquad E=\Delta+\frac{k^2+q_U^2}{2m_U}\quad(z>0).\tag{1}$$

A flux $J$ is a number of electrons per unit area and time. The net flux is positive from lower to upper side; the electric current has the opposite sign because the electron charge is negative.

The assumptions are these.

1. Each side has one isotropic parabolic valley centred at $\mathbf k=0$, with spin degeneracy 2.
2. The bands are flat. Electrons travelling towards the interface are distributed according to the reservoir they come from, with chemical potential $\mu_L$ or $\mu_U$, both measured from the lower edge.
3. Boltzmann statistics hold for the electrons that cross. These have $E>\Delta$, so the condition is $\Delta-\mu_L\gg\theta$ and $\Delta-\mu_U\gg\theta$.
4. Crossing conserves $E$ and $\mathbf k$. There is no scattering and no additional barrier.
5. An electron crosses with probability one if a propagating state with the same $E$ and $\mathbf k$ exists on the other side. This assumption is removed in the Proposition below.

The **Richardson mass** $m_R$ of a one-way flux from a reservoir with chemical potential $\mu$ is defined by

$$J=\frac{m_R\theta^2}{2\pi^2}\,e^{-(\Delta-\mu)/\theta}.\tag{2}$$

The Richardson constant is $m_R$ times its free-electron value.

## Theorem

Under assumptions 1–5 the fluxes in the two directions have the same Richardson mass:

$$m_R=\begin{cases}m_U, & m_U\le m_L,\\[4pt] m_U-(m_U-m_L)\,e^{-x}, & m_U>m_L,\end{cases}\qquad x=\frac{m_L\Delta}{(m_U-m_L)\theta}.\tag{3}$$

The net flux is

$$J_{\rm net}=\frac{m_R\theta^2}{2\pi^2}\,e^{-\Delta/\theta}\left(e^{\mu_L/\theta}-e^{\mu_U/\theta}\right).\tag{4}$$

Hence the smaller mass sets the Richardson constant if the upper side is the lighter one, or if $\Delta=0$. If the upper side is heavier and $\Delta>0$, then $m_R$ lies strictly between the two masses.

## Remark: why normal energy alone is not enough

Suppose that every lower-side electron with normal energy $q_L^2/2m_L>\Delta$ crossed. The density of states in wavevector space is $2/(2\pi)^3$ and the normal velocity is $q_L/m_L$, so the flux would be

$$\frac{2e^{\mu_L/\theta}}{(2\pi)^3}\int d^2k\,e^{-k^2/2m_L\theta}\int_{\sqrt{2m_L\Delta}}^{\infty}dq_L\,\frac{q_L}{m_L}e^{-q_L^2/2m_L\theta}.$$

The first integral is $2\pi m_L\theta$. The second is $\theta e^{-\Delta/\theta}$, because its integrand is the derivative of $-\theta e^{-q_L^2/2m_L\theta}$. The prefactor is $2\cdot2\pi/(2\pi)^3=1/2\pi^2$, so comparison with (2) gives a Richardson mass $m_L$.

Now suppose that every upper-side electron moving towards the interface crossed. The same integrals, with $m_U$, lower limit zero and a factor $e^{-\Delta/\theta}$ from the band edge, give $m_U$. For $m_L\ne m_U$ the two counts do not cancel at $\mu_L=\mu_U$, and a current would flow in equilibrium. The error is that neither count asks whether a state with the same $\mathbf k$ and $E$ exists on the other side.

## Lemma 1: open channels

A pair $(E,\mathbf k)$ carries current across the interface if and only if

$$E>W(k),\qquad W(k)=\max\left[\frac{k^2}{2m_L},\ \Delta+\frac{k^2}{2m_U}\right].\tag{5}$$

**Proof.** Solving (1) for the normal wavevectors gives

$$q_L^2=2m_LE-k^2,\qquad q_U^2=2m_U(E-\Delta)-k^2.$$

The first is positive when $E>k^2/2m_L$, the second when $E>\Delta+k^2/2m_U$. If both hold, there are propagating states on both sides and assumption 5 gives transmission one. If only one holds, the wave on the far side is a constant times a real decaying exponential. Its flux, $\mathrm{Im}(\psi^*\psi')/m$, vanishes. Flux conservation then makes the reflected flux equal to the incident one. $\square$

Because $\mathbf k$ is conserved while the mass changes, the parallel energy $k^2/2m$ changes at the interface. The difference is taken from, or given to, the normal motion. An electron entering a lighter material must supply extra parallel energy, and this can stop it even if its normal energy exceeds the step.

## Lemma 2: both directions count the same channels

The flux from a reservoir with chemical potential $\mu$, on either side, is

$$J=\frac{1}{2\pi^2}\int_0^\infty ds\int_{W}^{\infty}dE\,e^{-(E-\mu)/\theta},\qquad s=\frac{k^2}{2}.\tag{6}$$

**Proof.** For incidence from side $i=L,U$, let $q_i>0$ be the magnitude of the normal wavevector and $v_i=q_i/m_i$ the speed towards the interface. Then

$$J=2\int\frac{d^2k}{(2\pi)^2}\int\frac{dq_i}{2\pi}\,v_i\,e^{-(E-\mu)/\theta},$$

taken over open channels. At fixed $\mathbf k$, equation (1) gives $dE=(q_i/m_i)\,dq_i=v_i\,dq_i$. The velocity therefore cancels against the one-dimensional density of states, and no mass of the incident side remains in the integrand. By Lemma 1 the range is $E>W(k)$ for both sides. Finally $d^2k=2\pi k\,dk=2\pi\,ds$, and the factors combine to $2\cdot2\pi/(2\pi)^3=1/2\pi^2$. $\square$

## Proof of the theorem

The energy integral in (6) is $\theta e^{\mu/\theta}e^{-W/\theta}$, so

$$J=\frac{\theta}{2\pi^2}e^{\mu/\theta}I,\qquad I=\int_0^\infty ds\,e^{-W/\theta}.\tag{7}$$

Comparison with (2) gives $m_R=I\,e^{\Delta/\theta}/\theta$. It remains to find which threshold is larger. Their difference, upper minus lower, is

$$\Delta+s\left(\frac1{m_U}-\frac1{m_L}\right).\tag{8}$$

**Upper side lighter or equal, $m_U\le m_L$.** Both terms in (8) are non-negative, so $W=\Delta+s/m_U$ for every $s$. Therefore

$$I=e^{-\Delta/\theta}\int_0^\infty ds\,e^{-s/m_U\theta}=m_U\theta\,e^{-\Delta/\theta},$$

and $m_R=m_U$.

**Upper side heavier, $m_U>m_L$.** Now (8) decreases with $s$ and vanishes at

$$s_*=\frac{\Delta}{1/m_L-1/m_U}=\frac{\Delta\,m_Lm_U}{m_U-m_L}.\tag{9}$$

Below $s_*$ the upper threshold is the larger one; above $s_*$ it is the lower threshold. Splitting the integral there gives

$$I=\int_0^{s_*}ds\,e^{-\Delta/\theta-s/m_U\theta}+\int_{s_*}^\infty ds\,e^{-s/m_L\theta}$$

$$\phantom{I}=m_U\theta\,e^{-\Delta/\theta}\left(1-e^{-s_*/m_U\theta}\right)+m_L\theta\,e^{-s_*/m_L\theta}.$$

From (9), $s_*/m_U\theta=m_L\Delta/[(m_U-m_L)\theta]=x$. The thresholds are equal at $s_*$, so $s_*/m_L=\Delta+s_*/m_U$, and hence $s_*/m_L\theta=\Delta/\theta+x$. Inserting both exponents,

$$I=\theta e^{-\Delta/\theta}\left[m_U(1-e^{-x})+m_Le^{-x}\right]=\theta e^{-\Delta/\theta}\left[m_U-(m_U-m_L)e^{-x}\right].$$

This is the second line of (3). For $\Delta>0$ we have $0<e^{-x}<1$, so the bracket is a weighted mean of $m_U$ and $m_L$ with two positive weights and lies strictly between them. At $\Delta=0$, $x=0$ and $m_R=m_L$.

By Lemma 2 the opposite flux differs only in its chemical potential. Subtracting the two gives (4). $\square$

## Remark: detailed balance and the missing electrons

The net flux (4) vanishes at $\mu_L=\mu_U$ for any masses. This does not depend on Boltzmann statistics. With Fermi functions $f_L$ and $f_U$, the net integrand in (6) becomes $f_L(E)-f_U(E)$, which is zero channel by channel when temperatures and chemical potentials are equal. Only the closed forms (3) and (4) need the Boltzmann limit.

The two naive counts fail differently in the two cases.

- If $m_U<m_L$, the upper-side count is correct, since every upper-side electron has a partner state below. The lower-side count is too large: of the incident flux carried by electrons with normal energy above $\Delta$, the fraction $m_U/m_L$ crosses and the rest is reflected.
- If $m_U>m_L$, the upper-side count is too large, and the fraction $m_R/m_U$ of the incident flux crosses. The lower-side count is too small for $\Delta>0$, because some electrons with normal energy below $\Delta$ gain enough normal energy from their parallel motion to cross.

## Remark: limits for a heavier upper side

The limits in this remark are those of (3), so they assume unit transmission of open channels. The Proposition below shows how reflection changes them.

**Small step.** For $x\ll1$, $1-e^{-x}\approx x$, and

$$m_R=m_L+(m_U-m_L)(1-e^{-x})\approx m_L\left(1+\frac{\Delta}{\theta}\right).\tag{10}$$

Since $1-e^{-x}\le x$, the relative excess of $m_R$ over $m_L$ is at most $\Delta/\theta$. The smaller mass is thus a good approximation when $\Delta\ll\theta$.

**Large step.** For $x\gg1$, that is $\Delta\gg(m_U-m_L)\theta/m_L$, $m_R$ tends to $m_U$, the larger mass. The crossing point $s_*$ then lies at parallel energies that are thermally unoccupied, and the upper threshold governs almost all the flux.

**Very heavy upper side.** For $m_U\to\infty$ at fixed $m_L$, $\Delta$ and $\theta$, $x\to0$ and (10) becomes the limiting value. The Richardson mass stays finite although $m_U$ diverges, because the lower side offers a limited number of channels.

**Temperature dependence.** Since $x$ depends on $\theta$, so does $m_R$. Let $\beta=1/\theta$ and hold $\mu$ fixed. From (2), $\ln(J/\theta^2)=\ln m_R-\beta(\Delta-\mu)+\text{const}$. With $dx/d\beta=m_L\Delta/(m_U-m_L)$, equation (3) gives $dm_R/d\beta=m_L\Delta e^{-x}$. The activation energy read from the slope is therefore

$$-\frac{d}{d\beta}\ln\frac{J}{\theta^2}=\Delta-\mu-\frac{m_L}{m_R}\,\Delta\,e^{-x},$$

which for $\Delta>0$ is smaller than $\Delta-\mu$. For a lighter upper side $m_R$ is constant and this correction is absent.

## Proposition: quantum reflection preserves the balance

Let the wavefunction obey the effective-mass equation with kinetic operator $-\tfrac12\,\partial_z\,m^{-1}\partial_z$ for the normal motion, so that $\psi$ and $\psi'/m$ are continuous. An open channel then has, from either side, the transmission

$$\mathcal T=\frac{4v_Lv_U}{(v_L+v_U)^2}.\tag{11}$$

**Proof.** For incidence from the lower side take $\psi=e^{iq_Lz}+re^{-iq_Lz}$ for $z<0$ and $\psi=te^{iq_Uz}$ for $z>0$. Continuity at $z=0$ gives

$$1+r=t,\qquad v_L(1-r)=v_Ut.$$

Substituting $r=t-1$ in the second equation gives $v_L(2-t)=v_Ut$, so $t=2v_L/(v_L+v_U)$. The ratio of transmitted to incident flux is $(v_U/v_L)t^2$, which is (11). Incidence from the other side exchanges $L$ and $U$ and leaves (11) unchanged. $\square$

The factor $\mathcal T$ now multiplies the integrand of (6) in both directions, so the fluxes still cancel in equilibrium. The Richardson mass is replaced by $m_R\langle\mathcal T\rangle$, where $\langle\mathcal T\rangle$ is the mean over open channels with weight $e^{-E/\theta}$. Since $(v_L-v_U)^2\ge0$, $\mathcal T\le1$, and (3) is an upper bound within this model. Even for a lighter upper side, the constant is then no longer fixed by a mass alone.

Reflection also changes the limits found above for a heavier upper side. For $m_U\to\infty$ at fixed energy, $v_U\to0$ and hence $\mathcal T\to0$, so $m_R\langle\mathcal T\rangle$ tends to zero although $m_R$ stays finite. For a large step, a typical crossing electron has $E-\Delta$ of order $\theta$, so $v_U/v_L$ is of order $\sqrt{m_L\theta/(m_U\Delta)}$. At fixed masses $m_R\langle\mathcal T\rangle$ therefore tends to zero as $\Delta/\theta$ grows, instead of approaching $m_U$. For $\Delta>0$, $\langle\mathcal T\rangle$ in general depends on temperature and then also contributes to the activation energy, for either order of the masses. At $\Delta=0$ it does not: scaling $E$ and $k^2$ in proportion to $\theta$ leaves $v_U/v_L$ unchanged, so $\langle\mathcal T\rangle$ depends only on the mass ratio. The contribution for $\Delta>0$ can outweigh the lowering found above: with the masses of the worked example below, $\Delta=0.10$ eV and $\theta=0.025$ eV, $\langle\mathcal T\rangle$ rises with temperature fast enough that the activation energy exceeds $\Delta-\mu$ for both orders of the masses.

## Worked example

Take round model parameters: masses 0.05 and 0.10, $\theta=0.025$ eV and, unless stated otherwise, $\Delta=0.10$ eV. For numbers in eV and angstrom, each mass is multiplied by $m_e/\hbar^2=0.13123$ eV$^{-1}$ Å$^{-2}$.

**Richardson masses.** With the light material on the upper side, $m_R=0.05$ for every step. With the heavy material there, $m_L/(m_U-m_L)=1$, so $x=\Delta/\theta$ and $m_R=0.10-0.05\,e^{-\Delta/\theta}$:

| $\Delta$ (eV) | $m_R$, heavy upper side |
|---|---|
| 0 | 0.0500 |
| 0.0125 | 0.0697 |
| 0.025 | 0.0816 |
| 0.05 | 0.0932 |
| 0.10 | 0.0991 |

A step equal to the thermal energy already moves $m_R$ more than halfway to the larger mass.

**Reflected electrons.** Let the upper side be light and take $E=0.15$ eV, $k=0.030$ Å$^{-1}$. The parallel energy below is $0.030^2/(2\cdot0.10\cdot0.13123)=0.0343$ eV, which leaves a normal energy of 0.1157 eV, above the step. Yet the upper threshold is $0.10+0.030^2/(2\cdot0.05\cdot0.13123)=0.1686$ eV, above $E$, and the electron is totally reflected.

With the heavy material on the upper side, the thresholds cross at $k=0.0512$ Å$^{-1}$ and $E=0.200$ eV. An upper-side electron with $k=0.055$ Å$^{-1}$ and $E=0.22$ eV has a normal energy of 0.0047 eV. The lower side would require $0.055^2/(2\cdot0.05\cdot0.13123)=0.2305$ eV, so this electron is reflected although it is moving down the step.

**Net flux.** Let $\mu_L=-0.050$ eV and $\mu_U=-0.075$ eV. The free-electron constant $m_e/(2\pi^2\hbar^2)$ is 0.006648 eV$^{-1}$ Å$^{-2}$. For the light upper side, (4) gives

$$\hbar J_{\rm net}=0.05\cdot0.006648\cdot0.025^2\,e^{-4}\left(e^{-2}-e^{-3}\right)=3.26\times10^{-10}\ \text{eV Å}^{-2},$$

or 792 A cm$^{-2}$ in magnitude. For the heavy upper side the factor 0.05 becomes 0.0991, and the result is $6.45\times10^{-10}$ eV Å$^{-2}$, or 1570 A cm$^{-2}$. The Richardson constants are 6.01 and 11.9 A cm$^{-2}$ K$^{-2}$. Boltzmann statistics are adequate here, since the largest occupation of a crossing state is about $e^{-(\Delta-\mu_L)/\theta}=e^{-6}$.

**Quantum reflection.** The mean of (11), evaluated by a midpoint sum over incident wavevectors, is 0.836 for the light upper side and 0.679 for the heavy one. The Richardson masses fall to $0.05\cdot0.836=0.042$ and $0.0991\cdot0.679=0.067$. The ordering can be seen at $k=0$, where $v_U/v_L=\sqrt{(E-\Delta)m_L/(Em_U)}$. At $E=\Delta+\theta$ this ratio is 0.63 for the light upper side and 0.32 for the heavy one; the closer match of velocities gives the larger transmission.

## Remark: where the result fails

The argument rests on the common channel set of Lemma 1. A rough interface that changes $\mathbf k$, or valleys centred at different $\mathbf k$, alters that set, and (3) is then no longer guaranteed. So does the shape of the valleys. For a valley with different masses along and across the normal, the thresholds (5), and hence (3), contain the in-plane mass, while the normal mass cancels in (6) and enters only $\mathcal T$. For a non-parabolic valley with $\varepsilon(1+\alpha\varepsilon)=K^2/2m$, where $K$ is the full wavevector and $\varepsilon$ the energy above the edge, a governing upper threshold gives $ds=m_U(1+2\alpha\varepsilon)\,d\varepsilon$ and $m_R=m_U(1+2\alpha\theta)$, a rise of 5% for $\alpha=1$ eV$^{-1}$ and $\theta=0.025$ eV. Band bending, or a supply of electrons limited by diffusion to the interface, violates assumption 2. If the upper material is only a thin layer with another conductor behind it, tunnelling through the layer can add flux from electrons that propagate on the lower side but have energies below the upper threshold $\Delta+k^2/2m_U$, provided the conductor behind has a propagating state with the same $E$ and $\mathbf k$. If $\Delta-\mu_L$ or $\Delta-\mu_U$ is not large compared with $\theta$, Fermi functions are required in (6). The two directions then still balance in equilibrium, as shown above, but inserting (3) in (2) no longer gives the one-way flux.

Numbers in the example were calculated in double precision.
